# Fitting an Alkyl Torsion Without Counting Nonbonded Energy Twice

## The result

A force field is to reproduce the energy $E(\phi)$ of a molecule whose dihedral angle $\phi$ is driven while everything else relaxes. Write the force field as $U_0+V(\phi)$, where $V$ is the torsion term to be found and $U_0$ holds all other terms, nonbonded ones included. The function to which $V$ must be fitted is

$$T(\phi)=E(\phi)-W(\phi),\qquad W(\phi)=\min_q U_0(q,\phi), \tag{1}$$

where $q$ stands for all internal coordinates except $\phi$. If $V$ is fitted to $E$ itself, the force field gives a profile that, apart from the truncation error of the series, is wrong by the part of $W$ which the torsion series can represent.

For ethyl methyl sulfide, in the model treated below, this error raises the syn barrier from 191 to 275 meV (18.5 to 26.6 kJ/mol), or by 44 % of the reference barrier. Subtracting the nonbonded energy alone, without the strain it causes, leaves most of the error in place.

## The naive scheme and its fault

The reference scan is defined by

$$E(\phi)=\min_q E_{\rm ref}(q,\phi), \tag{2}$$

with $E_{\rm ref}$ the electronic-structure energy. The naive scheme expands $E(\phi)$ in a short Fourier series and uses that series as the torsion term.

The fault appears when the force field is used. Its energy at fixed $\phi$ is also relaxed, so its profile is

$$F(\phi)=\min_q\,[\,U_0(q,\phi)+V(\phi)\,].$$

The torsion term depends on $\phi$ alone. At fixed $\phi$ it is a constant that cannot influence where the minimum over $q$ lies, so it can be taken out:

$$F(\phi)=W(\phi)+V(\phi). \tag{3}$$

With $V=E$ this becomes $F=E+W$. The repulsion between the chain ends is already part of the reference energy, and the force field adds it again through $W$. Demanding $F=E$ in (3) gives $V=E-W$, which is equation (1).

Two conditions stand behind (3). First, $V$ must be carried by the driven dihedral only. The C–S bond considered here also has two H–C–S–C dihedrals. If they shared the new term, their angles would shift during relaxation and $V$ would no longer be constant in the minimisation. Secondly, $E$ and $W$ must follow corresponding families of minima. If an end methyl group jumps to another orientation in one scan and not in the other, their difference acquires a kink that is not a torsional property of the bond.

## Why subtracting the bare nonbonded energy is not enough

An obvious repair is to evaluate the nonbonded energy at the reference geometries $q_{\rm ref}(\phi)$,

$$N(\phi)=U_{\rm nb}(q_{\rm ref}(\phi),\phi),$$

and to fit $V$ to $E-N$. This is right if the force-field energy is later taken as $N+V$ on those same frozen geometries. It is not right for a force field that relaxes, because (3) contains $W$ and not $N$.

A model with one soft coordinate $x$, such as a chain angle measured from its rest value, shows what is missing. Let the nonbonded energy fall linearly as the angle opens:

$$U_0=u-fx+\tfrac12 kx^2 .$$

Here $u(\phi)$ is the nonbonded energy of the unrelaxed chain, $f(\phi)$ the force that opens the angle, and $k$ the angle stiffness. Setting $\partial U_0/\partial x=-f+kx=0$ gives $x=f/k$. At this point

$$U_{\rm bonded}=\frac{f^2}{2k},\qquad U_{\rm nb}=u-\frac{f^2}{k},\qquad W=u-\frac{f^2}{2k}. \tag{4}$$

If the reference geometry has the same opening, then $N=u-f^2/k$ and

$$W-N=\frac{f^2}{2k}.$$

The difference is the strain energy stored in the bonded terms. The nonbonded forces create it, yet it is not booked as nonbonded energy. If force field and reference both become stiff, $k\to\infty$, it vanishes, $W$ and $N$ both tend to $u$, and the simple repair becomes correct. If only the force field is stiffened, $W$ rises towards $u$ while $N$, taken at the reference geometry, stays where it is, and the repair gets worse. For soft angles and strong repulsion it fails as well. The linear form is only qualitative for the molecule treated below: there $u$ at syn is several hundred meV, and the nonbonded energy falls steeply at first and then flattens as the chain relaxes, its final slope being about a tenth of the initial one. The strain is set by the small final force, so $u-W$, about 400 meV, far exceeds the strain of about 60 meV.

It remains to show that the variation of $W$ really comes from the nonbonded terms. The bonded part of $U_0$ used here consists of harmonic bonds, harmonic angles and threefold torsions of the two end methyl groups. A rotation about the C–S bond can keep all these lengths, angles and methyl orientations at their rest values. Without nonbonded terms the minimum of $U_0$ is therefore the same at every $\phi$, and $W$ is flat. This was tested by switching these terms off at 0°, 72° and 180°; the spread of $W$ was zero to the printed $10^{-5}$ meV. Subtracting "the nonbonded energy" is thus the right idea, provided that the phrase includes the strain induced by it.

## The Fourier fit

The convention is that $\phi=0$ is syn, with the chain ends eclipsed, and $\phi=180^\circ$ is anti, which also serves as energy zero. The molecule and its mirror image have equal energies, so $E(\phi)=E(-\phi)$ and only cosines are needed. The torsion term is

$$V=C+\frac{V_1}{2}(1+\cos\phi)+\frac{V_2}{2}(1-\cos2\phi)+\frac{V_3}{2}(1+\cos3\phi). \tag{5}$$

At $\phi=180^\circ$ all three brackets vanish. At $\phi=0$ they equal 2, 0 and 2, so the torsion term contributes $V_1+V_3$ to the syn barrier.

The scan points used in the fit are $\phi_j=j\pi/5$ with $j=0,\dots,5$. On the full circle, each interior angle occurs twice, as $\pm\phi_j$, while 0° and 180° occur once. The half-circle fit therefore uses weights $w_j=1$ inside and $w_j=\tfrac12$ at the ends. For an integer $k$,

$$S(k)=\sum_{j=0}^{5}w_j\cos k\phi_j=\frac12\sum_{j=0}^{9}\cos\frac{\pi kj}{5}.$$

The right-hand sum is the real part of a geometric series over ten equally spaced phases. It vanishes unless $k$ is a multiple of 10, in which case every term is 1 and $S=5$. With $\cos a\cos b=\tfrac12[\cos(a-b)+\cos(a+b)]$ it follows that

$$\sum_j w_j\cos n\phi_j\cos m\phi_j=\tfrac12[S(n-m)+S(n+m)].$$

For $n$ and $m$ from 0 to 4 this is zero if $n\ne m$, $5/2$ if $n=m\neq0$, and 5 if $n=m=0$. The cosines are orthogonal on the grid, and the weighted least-squares coefficients of $\sum_n c_n\cos n\phi$ are

$$c_0=\frac15\sum_jw_jT_j,\qquad c_n=\frac25\sum_jw_jT_j\cos n\phi_j\quad(n=1,2,3). \tag{6}$$

Comparison with (5) gives $c_1=V_1/2$, $c_2=-V_2/2$ and $c_3=V_3/2$. Hence $V_n=2(-1)^{n+1}c_n$.

Let $P$ denote the operation that replaces a function on the grid by its fitted series. By (6) it is linear. The correct scheme then yields

$$F_{\rm right}=W+P(E-W)=E-(1-P)(E-W), \tag{7}$$

where the last form follows by writing $E=W+(E-W)$. Its error on the grid is the part of $E-W$ that three cosines and a constant cannot represent. The naive scheme yields

$$F_{\rm double}=W+PE=W+P(E-W)+PW=F_{\rm right}+PW. \tag{8}$$

Double counting thus shifts each coefficient by the corresponding coefficient of $W$, and shifts the syn barrier by

$$\Delta_{\rm syn}=V_1[W]+V_3[W]. \tag{9}$$

The sign is not fixed in general. Inserting (6) gives $\Delta_{\rm syn}=\tfrac45\,[W_{0}-W_{180}+\tfrac12(W_{36}-W_{72})+\tfrac12(W_{108}-W_{144})]$, with the angle in degrees as subscript. A $W$ that falls steadily from syn to anti makes it positive; a $W$ that rose steadily, as with dominant attraction between the chain ends, would make double counting lower the barrier.

The bare-$N$ scheme can be treated in the same way:

$$F_N=W+P(E-N)=E-(1-P)(E-N)+(W-N). \tag{10}$$

Apart from truncation, its error is $W-N$, as the one-coordinate model suggested.

## Obtaining the two relaxed scans

The reference energy comes with forces in Cartesian coordinates $x_a$. With $J_{ai}=\partial x_a/\partial q_i$, the chain rule gives the internal gradient

$$g_i=\sum_a\frac{\partial x_a}{\partial q_i}\frac{\partial E_{\rm ref}}{\partial x_a},\qquad\text{or}\qquad g_q=J^{\rm T}g_x .$$

Holding $\phi$ fixed amounts to leaving its component out. Near the minimum, with Hessian $H$,

$$E_{\rm ref}(q+\delta)\approx E_{\rm ref}(q)+g^{\rm T}\delta+\tfrac12\delta^{\rm T}H\delta .$$

The derivative with respect to $\delta$ vanishes at $\delta=-H^{-1}g$. Inserting this gives $-g^{\rm T}H^{-1}g+\tfrac12g^{\rm T}H^{-1}g$, so the energy still to be gained is $\tfrac12g^{\rm T}H^{-1}g$. Relaxation stops when this estimate is small (below about 1 meV for the scan points), and the estimate is then subtracted from the last computed energy.

The bonded part of the force field supplies a first guess for $H$, improved from successive gradients. The force field also predicts how the geometry changes from one angle to the next. With these aids the whole scan took 19 gradient evaluations. A tighter relaxation at syn changed the energy there by 0.09 meV.

Relaxation cannot be skipped. Turning the anti geometry rigidly to syn costs 534 meV, 2.8 times the relaxed barrier. Put in place of $E$ in (1), the rigid scan would demand a relaxed barrier of 534 meV from the force field.

## Worked example: ethyl methyl sulfide

The molecule CH₃CH₂–S–CH₃ has one C–C–S–C dihedral. The reference level is density-fitted RHF/STO-3G, a small basis without electron correlation. The nonbonded energy of a pair at distance $r$ is, in Gaussian units,

$$s\left\{4\epsilon\left[\left(\frac{\sigma}{r}\right)^{12}-\left(\frac{\sigma}{r}\right)^{6}\right]+\frac{Q_iQ_je^2}{r}\right\},$$

with charges $Q_i$ in units of $e$. It acts between atoms at least three bonds apart, with $s=0.5$ for exactly three bonds and $s=1$ beyond. Unlike atoms use geometric means of $\sigma$ and $\epsilon$. The parameters are round model values, listed in the numerical output; rest lengths and angles are those of the computed anti geometry.

The chain ends show the size of one contribution. Their distance is 0.2989 nm at syn and 0.4141 nm at anti. With $\sigma=0.35$ nm, $\epsilon=3$ meV and $s=0.5$, the Lennard-Jones energy at syn is

$$0.5\times4\times3\times(6.65-2.58)\approx24\ \text{meV},$$

against about $-1$ meV at anti. The charges $-0.18$ and $-0.03$, with $e^2=1.44$ eV nm, add about 4 meV to the difference. This pair alone favours anti by some 29 meV. Since $N$ rises by only 17 meV from anti to syn, the other pairs together contribute about $-12$ meV.

The relaxed energies relative to anti, in meV, are:

| $\phi$ | $E$ | $W$ | right | double |
|---:|---:|---:|---:|---:|
| 0° | 191.4 | 84.1 | 191.4 | 275.4 |
| 36° | 95.4 | 48.4 | 94.9 | 143.4 |
| 72° | 9.8 | 2.5 | 9.5 | 12.0 |
| 108° | 59.8 | 0.4 | 59.6 | 60.0 |
| 144° | 50.1 | 4.4 | 49.5 | 54.0 |

The fit to $E-W$ gives $V_1=31.0$, $V_2=-22.7$ and $V_3=76.3$ meV. The syn barrier of the force field is then

$$84.1+31.0+76.3=191.4\ \text{meV}.$$

The fit to $E$ gives $93.6$, $-67.5$ and $97.7$ meV, and hence

$$84.1+93.6+97.7=275.4\ \text{meV}.$$

The coefficients of $W$ are $62.6$, $-44.8$ and $21.4$ meV. Equation (9) predicts a shift of $62.6+21.4=84.0$ meV, as found. The largest changes are in $V_1$ and $V_2$: two thirds of the naive $V_1$ is nonbonded energy and its strain in disguise.

The close agreement of the correct fit at syn needs a careful reading. Six grid points determine six cosines, so the fit leaves out $n=4$ and $n=5$. Since $\cos4\phi$ equals 1 at both syn and anti, the $n=4$ part cancels from the barrier whatever its size. Only the $n=5$ part can spoil it, and that is small here. The weighted rms error over the grid, 0.4 meV against 34 meV for double counting, is the fairer measure.

A point at 90° was kept out of the fit. The reference gives 24.9 meV there, the correct force field 25.8 meV and the double-counted one 22.9 meV. Double counting lowers the energy at this angle, as (5) predicts from the coefficients of $W$:

$$\frac{62.6}{2}-44.8+\frac{21.4}{2}=-2.8\ \text{meV}.$$

Adding the two omitted cosines leaves the correct prediction at 25.8 meV. These two cosines are therefore not what causes the 0.9 meV miss; the first could not be, since $\cos4\phi$ equals 1 at 90° as it does at anti. Cosines beyond $n=5$, which six grid points cannot resolve, and the convergence of the scan remain as possible causes.

The bare-$N$ scheme gives a syn barrier of 258 meV, which removes only about a fifth of the double-counting error. The reason can be read from the parts of $W$. Of its 84.1 meV rise from anti to syn, 62.0 meV is bonded strain and 22.1 meV nonbonded energy. The reference geometry shows the same kind of relief: the C–S–C angle opens from 98.1° to 103.5° and the C–C–S angle from 110.8° to 118.1°. Equation (10) gives an error of $84.1-17.0=67.1$ meV before truncation, against the actual $257.6-191.4=66.2$ meV. Evaluated as $N+V$ on the frozen reference geometries, with the bonded terms left out, the same coefficients give $17.0+87.2+86.3=190.5$ meV, close to the reference. They are sound only for that use. With the bonded terms kept, the two angle openings just quoted already add $22+41=63$ meV at 5 eV/rad², so the coefficients are wrong for the complete force field, whether frozen or relaxing.

## What the distortion does to the conformers

The classical share of gauche molecules, counting both mirror images, is estimated from the profile as

$$p=\frac{\int_0^{120^\circ}e^{-F(\phi)/k_BT}\,d\phi}{\int_0^{180^\circ}e^{-F(\phi)/k_BT}\,d\phi}.$$

This neglects any change of the other vibrations with $\phi$. At very high temperature the exponentials tend to 1 and $p$ tends to $2/3$.

At 300 K the correct profile gives 54.0 % and the double-counted one 51.8 %. At 900 K the values are 59.7 % and 57.3 %. A barrier error of 44 % thus moves the populations by little more than two percentage points, because the added term $PW$ is largest near syn, where few molecules are found. At 300 K most of the shift, about $-3.5$ points, comes from the flank of the gauche well between 45° and 70°, and the rise on the anti side of 120° cancels about 1.4 points of it. Agreement with conformer populations would not reveal the fault in this molecule.

The barrier itself does reveal it. With $k_BT\approx26$ meV at 300 K, an excess of 84 meV lowers the Boltzmann weight of the syn arrangement by a factor $e^{84/26}\approx25$. This concerns the direct passage between the two gauche forms. They can also interconvert through anti, over a barrier whose top lies between the grid points, near 123° and about 71 meV above anti on the correctly fitted profile; a relaxed reference point at 123° lies at about 73 meV, so the fit misses here by more than at 90°. Double counting raises this top by about 4 meV, and the profile between 108° and 144° by at most 5 meV.

Equation (3) also says that the conformers of the complete force field are the minima of $W+V$. A free minimisation of all 30 internal coordinates, $\phi$ included, ended at 73.8° and 9.3 meV above anti. It was tested against a separate search along the one-dimensional profile; the two agreed within 1° and 0.05 meV.

## The real precursor and the limits of the model

Diethyl sulfide is used as a sulfur source in the growth of sulfide films, and ethyl methyl sulfide is the smallest open-chain dialkyl sulfide with a C–C–S–C torsion. The temperatures of 300 K and 900 K stand roughly for a source vessel and a hot growth zone. The real precursor has two such torsions, whose ends can meet, so the present $V$ could be used for each only if $U_0$ describes their mutual interaction; this was not examined. Nor can harmonic bonds describe the decomposition of the precursor during growth.

The largest neglected effect that was sized is the level of theory. On the same geometries, MP2/6-31G(d) (frozen core, spherical d functions, density-fitted with an auxiliary basis made for Hartree–Fock; the effect of these choices was not sized) places the 72° point 3.5 meV above anti, against 9.8 meV in the scan. If the whole gauche well moved down by these 6.3 meV, the ratio of gauche to anti at 300 K would grow by $e^{6.3/26}\approx1.27$, and the gauche share would rise from 54 % to about 60 %. At this level that is more than double counting changes it. The 3.5 meV is the net of two opposite shifts, since the larger basis raises the RHF value to 18.1 meV and correlation lowers it by 14.6 meV; its convergence with the basis was not examined, and the 72° geometry was relaxed only to about 1 meV.

For the syn barrier the order is reversed. MP2/6-31G(d) gives 190.8 meV, less than 1 meV from the scan. This closeness is a cancellation: the larger basis raises the RHF value to 199.6 meV and correlation lowers it again. MP2 in this basis is itself not a final answer, and the geometries were not relaxed at that level. At the two levels tried the shifts, 8 meV and under 1 meV, are small beside the 84 meV of double counting; larger bases were not tried.

Quantum effects in the torsion itself are small at 300 K; changes in the zero-point energy of the other vibrations were not examined. A rough estimate of the torsional quantum at anti is 8 meV, from a reduced moment of inertia about a C–S axis held fixed in space, so $\hbar\omega/k_BT=0.31$ at 300 K. For a harmonic well the ratio of quantum to classical partition function is $(z/2)/\sinh(z/2)\approx1-z^2/24$ with $z=\hbar\omega/k_BT$, a correction of 0.4 %. The fixed axis makes the moment too large and the quantum too small, since the whole molecule can move along with the torsion; with overall rotation and translation removed, the quantum is about 10 meV at anti and 11 meV at gauche, and even 12 meV would give a correction below 1 %.

The fitted $V_n$ belong to the $U_0$ with which they were obtained. A change of charges, of the 1–4 factor or of the angle stiffness changes $W$, and the torsion term must then be fitted again. The changes are large: the syn value of $W$ rises by about 27 meV for a 1–4 factor of 1, falls by about 32 meV for a factor of 0, rises by about 13 meV without charges and rises by about 25 meV for angle constants 1.5 times larger, so the 44 % quoted above belongs to these model parameters only. The reference scan can be kept; only the inexpensive force-field scan has to be repeated.

## Values computed for the example and the checks

```
Molecule CH3CH2-S-CH3, scan level density-fitted RHF/STO-3G
gradient evaluations in scan: 19
LJ sigma (nm): {'S': 0.36, 'C': 0.35, 'H': 0.25}
LJ epsilon (meV): {'S': 15.0, 'C': 3.0, 'H': 1.3}
charges (e) S, CH2 C, ethyl CH3 C, S-CH3 C, H: [-0.3   0.03 -0.18 -0.03  0.06]
1-4 scale factor: 0.5
bond constants heavy, CH (eV/nm^2): 2000, 3000
angle constants heavy, with H (eV/rad^2): 5.0, 3.0
end-methyl V3 on C-C, S-C (meV): 100, 60
phi(deg)  E   W-W180  N-N180  right  double  (all meV)
   0    191.4     84.1     17.0    191.4    275.4
  36     95.4     48.4      6.9     94.9    143.4
  72      9.8      2.5     -8.5      9.5     12.0
 108     59.8      0.4     -0.5     59.6     60.0
 144     50.1      4.4      4.4     49.5     54.0
 180      0.0      0.0      0.0      0.0      0.0
V1 V2 V3 from E-W (right) (meV): 31.0 -22.7 76.3
V1 V2 V3 from E (double) (meV): 93.6 -67.5 97.7
V1 V2 V3 from W itself (meV): 62.6 -44.8 21.4
V1 V2 V3 from E-N (bare) (meV): 87.2 -52.1 86.3
weighted rms error right, double (meV): 0.40, 34.19
syn barrier reference: 191.4 meV = 18.47 kJ/mol
syn barrier right fit: 191.4 meV = 18.47 kJ/mol
syn barrier double counted: 275.4 meV = 26.57 kJ/mol
syn barrier bare N recipe: 257.6 meV = 24.85 kJ/mol
double-counting error of syn barrier: 43.8 %
rigid-rotation syn barrier: 534.1 meV
syn energy change on tighter relaxation: 0.094 meV
density-fitting error of syn barrier: -0.003 meV
W syn-anti split bonded, nonbonded (meV): 62.0, 22.1
spread of W with nonbonded off: 0.00000 meV
end C...C distance syn, anti (nm): 0.2989, 0.4141
C-S-C angle syn, anti (deg): 103.5, 98.1
C-C-S angle syn, anti (deg): 118.1, 110.8
held-out 90 deg: E, right, double (meV): 24.9, 25.8, 22.9
W plus six-cosine interpolation at 90 deg: 25.8 meV
free gauche minimum, right fit: 73.8 deg, 9.3 meV
gauche share at 300 K: E, right, double (%): 54.0, 54.0, 51.8
gauche share at 900 K: E, right, double (%): 59.7, 59.7, 57.3
72 deg energy, RHF and MP2 in 6-31G(d) (meV): 18.1, 3.5
0 deg energy, RHF and MP2 in 6-31G(d) (meV): 199.6, 190.8
torsional quantum at anti: 8.1 meV
quantum/kT at 300 K: 0.31; ratio^2/24: 0.0041
```
